# Orbital–projector overlaps from radial tables and the range of nonlocal matrices

## The physical situation

A norm-conserving pseudopotential acts differently on the s, p and d components of a wave function near an atom. Outside a core radius all components feel the same local potential, so the part that depends on angular momentum is confined to a small ball. In separable form this part is

$$
\hat V=\sum_{C}\sum_{\alpha}|\chi_{C\alpha}\rangle\,\varepsilon_\alpha\,\langle\chi_{C\alpha}|, \tag{1}
$$

where $C$ labels atoms, $\alpha$ labels the projectors on one atom, and $\varepsilon_\alpha$ is an energy when the projectors are normalized.

Let the wave functions be expanded in atomic orbitals $\phi_\mu$ that vanish beyond a finite radius. The matrix element of (1) is

$$
V_{\mu\nu}=\sum_{C,\alpha}\varepsilon_\alpha\,
\langle\phi_\mu|\chi_{C\alpha}\rangle\langle\chi_{C\alpha}|\phi_\nu\rangle . \tag{2}
$$

It involves three centres: two orbitals and a projector. Because the operator is separable, the three-centre quantity is a sum of products of two-centre overlaps. Two questions follow. How can these overlaps be obtained for every distance and direction without a new three-dimensional integral each time? And which elements $V_{\mu\nu}$ can differ from zero?

## Conventions

Lengths are in bohr and energies in hartree. With real spherical harmonics $Y_{lm}$, let

$$
\phi(\mathbf r)=\phi_{l_1}(r)Y_{l_1m_1}(\hat{\mathbf r}),\qquad
\chi(\mathbf r)=\chi_{l_2}(r)Y_{l_2m_2}(\hat{\mathbf r}), \tag{3}
$$

with real radial functions that vanish for $r\ge r_\phi$ and $r\ge r_\chi$ respectively. They are assumed smooth enough at their edges for the integrals below to converge. The vector $\mathbf R$ points from the orbital centre to the projector centre, so the overlap is

$$
S(\mathbf R)=\int\phi(\mathbf r)\,\chi(\mathbf r-\mathbf R)\,d^3r . \tag{4}
$$

Fourier transforms are defined by $\phi(\mathbf k)=(2\pi)^{-3/2}\int\phi(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, and the inverse carries the same prefactor.

## From the convolution to radial functions

The plane-wave expansion in real harmonics is

$$
e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(kr)\,Y_{lm}(\hat{\mathbf k})Y_{lm}(\hat{\mathbf r}). \tag{5}
$$

Insert it into the transform of $\phi$. Orthonormality of the harmonics over $\hat{\mathbf r}$ leaves the term $l_1m_1$, and the prefactor is $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. Hence

$$
\phi(\mathbf k)=(-i)^{l_1}\tilde\phi(k)Y_{l_1m_1}(\hat{\mathbf k}),\qquad
\tilde\phi(k)=\sqrt{\tfrac2\pi}\int_0^{r_\phi}r^2j_{l_1}(kr)\phi_{l_1}(r)\,dr, \tag{6}
$$

and likewise for $\chi$, with $l_2$ and $r_\chi$. Both $\tilde\phi$ and $\tilde\chi$ are real.

Next write the displaced projector in (4) through its transform:

$$
S(\mathbf R)=\int d^3k\,\chi(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}
\left[(2\pi)^{-3/2}\int\phi(\mathbf r)e^{i\mathbf k\cdot\mathbf r}d^3r\right].
$$

Since $\phi(\mathbf r)$ is real, the bracket is $\phi^*(\mathbf k)$. The displacement now appears in a phase alone:

$$
S(\mathbf R)=\int\phi^*(\mathbf k)\chi(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}\,d^3k . \tag{7}
$$

Use (6) for both functions and (5), with $\mathbf r$ replaced by $\mathbf R$, for the exponential. The angular integral over $\hat{\mathbf k}$ contains three harmonics,

$$
G_{l_1m_1,l_2m_2,lm}=\int Y_{l_1m_1}Y_{l_2m_2}Y_{lm}\,d\Omega , \tag{8}
$$

which is the Gaunt coefficient for real harmonics. The phases combine, because $-i=i^{-1}$, to

$$
i^{l_1}(-i)^{l_2}(-i)^{l}=i^{\,l_1-l_2-l}. \tag{9}
$$

Coupling two angular momenta gives $|l_1-l_2|\le l\le l_1+l_2$. Under inversion the integrand of (8) acquires the factor $(-1)^{l_1+l_2+l}$, so $l_1+l_2+l$ must be even. Then $l_1-l_2-l$ is even too, and the phase (9) is a real sign. The result is

$$
S(\mathbf R)=\sum_{lm}G_{l_1m_1,l_2m_2,lm}\,S_l(R)\,Y_{lm}(\hat{\mathbf R}), \tag{10}
$$

$$
S_l(R)=4\pi(-1)^{(l_1-l_2-l)/2}\int_0^\infty k^2j_l(kR)\,\tilde\phi(k)\tilde\chi(k)\,dk . \tag{11}
$$

The functions $S_l$ do not depend on $m_1$, $m_2$ or direction. They are tabulated once for each pair of radial functions, and the coefficients $G$ are pure numbers. For every pair of s, p and d functions, (10) was tested against direct three-dimensional quadrature in a tilted direction. At $R=4.5$, where the orbital's edge cuts the projector ball, the largest difference was $2\times10^{-11}$.

Equation (11) also serves two orbitals, with $\tilde\chi$ replaced by the transform of the second orbital. The kinetic operator $-\tfrac12\nabla^2$ merely adds a factor $k^2/2$ to the integrand, which then needs faster decay.

**Finite range.** For $R\ge r_\phi+r_\chi$ the two balls have no common volume, so $S(\mathbf R)=0$ in every direction. At fixed $R$, (10) is then a vanishing combination of linearly independent harmonics, and each product $G\,S_l(R)$ is zero. Every $S_l$ that enters with a nonzero $G$ therefore vanishes:

$$
S_l(R)=0\qquad (R\ge r_\phi+r_\chi). \tag{12}
$$

The tables end at a known radius, although nothing in the integrand of (11) shows this at a glance.

## Small distances

At $R=0$ the direction $\hat{\mathbf R}$ is undefined, so (10) must not depend on it. Indeed $j_l(0)=0$ for $l>0$, and $l=0$ alone survives. It requires $l_1=l_2$, with $G=\delta_{m_1m_2}/\sqrt{4\pi}$ and $Y_{00}=1/\sqrt{4\pi}$. The closure relation $\int_0^\infty k^2j_l(kr)j_l(kr')dk=\pi\,\delta(r-r')/(2r^2)$ turns (11) into $S_0(0)=4\pi\int r^2\phi_{l_1}\chi_{l_1}dr$. Thus

$$
S(0)=\delta_{l_1l_2}\delta_{m_1m_2}\int_0^\infty r^2\phi_{l_1}(r)\chi_{l_1}(r)\,dr, \tag{13}
$$

as direct integration of (4) also gives.

A p orbital and an s projector test the sign at first order. Put $\mathbf R$ along $z$ and expand $\chi(\mathbf r-\mathbf R)\simeq\chi-R\,\partial_z\chi$. The zeroth-order term vanishes by parity. With $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $\partial_z\chi=\chi_0'(r)\cos\theta/\sqrt{4\pi}$, the angular integral is $(\sqrt3/4\pi)(4\pi/3)=1/\sqrt3$, so

$$
S\simeq-\frac{R}{\sqrt3}\int_0^\infty r^2\phi_1\chi_0'\,dr .
$$

Formula (10) has the single term $l=1$, with $G=1/\sqrt{4\pi}$ and $Y_{10}(\hat{\mathbf z})=\sqrt{3/4\pi}$, so it reads $S=(\sqrt3/4\pi)S_1$. Comparison gives

$$
\frac{S_1(R)}{R}\;\to\;-\frac{4\pi}{3}\int_0^\infty r^2\phi_1\chi_0'\,dr . \tag{14}
$$

For a projector that decreases outwards and a positive $\phi_1$ the slope is positive: the projector moves into the positive lobe.

## How finely must $k$ be sampled?

The finite radii settle the spacing in (11). Each spherical Bessel function is a superposition of bounded frequencies,

$$
j_l(kr)=\frac{1}{2i^l}\int_{-1}^{1}P_l(u)\,e^{ikru}\,du . \tag{15}
$$

As a function of $k$, therefore, $\tilde\phi$ contains frequencies up to $r_\phi$, $\tilde\chi$ up to $r_\chi$, and $j_l(kR)$ up to $R$. Frequencies add in a product, and the factor $k^2$ differentiates the spectrum without widening its support. The integrand $g(k)$ of (11) thus has a spectrum $\hat g(x)=\int g(k)e^{-ikx}dk$ confined to $|x|\le R+r_\phi+r_\chi$.

Since $j_l(-x)=(-1)^lj_l(x)$ and $l_1+l_2+l$ is even, $g$ is even, and $g(0)=0$. A sum over positive grid points is half the sum over all integers, to which Poisson's formula applies:

$$
\Delta k\sum_{n=1}^\infty g(n\Delta k)=\tfrac12\sum_{p=-\infty}^{\infty}\hat g\!\left(\frac{2\pi p}{\Delta k}\right). \tag{16}
$$

The term $p=0$ is the desired integral. All others vanish if

$$
\frac{2\pi}{\Delta k}>R+r_\phi+r_\chi . \tag{17}
$$

Under this condition the infinite uniform sum has no spacing error; truncation at a largest $k$ remains. With $r_\phi=5$, $r_\chi=2$ and $R=4$, the limit is $\Delta k=2\pi/11=0.571$ bohr$^{-1}$. At this distance a step of 0.5 reproduces the s–s value $S_0$ of the 0.1 grid to rounding error, whereas a step of 0.8 is wrong by 0.58. The limit tightens as $R$ grows: a table that extends to $R=r_\phi+r_\chi$ needs $\Delta k<2\pi/14=0.449$ bohr$^{-1}$. Condition (17) relies on strictly finite radii. Functions with tails, such as Gaussians, satisfy it approximately at best, and their overlaps have no sharp end.

## A worked p–p overlap

Take round model parameters $r_\phi=5$ and $r_\chi=2$ bohr, with normalized radial functions

$$
N\,r^l\left(1-\frac{r^2}{r_c^2}\right)^3\quad(r<r_c), \tag{18}
$$

where $r_c$ is the radius of the function concerned. For $l_1=l_2=1$ use Cartesian labels, $Y_{1i}=\sqrt{3/4\pi}\,n_i$. The product of two such harmonics separates into $l=0$ and $l=2$:

$$
Y_{1i}Y_{1j}=\frac{\delta_{ij}}{4\pi}+\frac{3n_in_j-\delta_{ij}}{4\pi}. \tag{19}
$$

By (8), $\sum_mG\,Y_{lm}(\hat{\mathbf R})$ is the part of this product with angular momentum $l$, evaluated at $\mathbf n=\hat{\mathbf R}$. Hence

$$
S_{ij}=\frac{1}{4\pi}\left[\delta_{ij}S_0+(3\hat R_i\hat R_j-\delta_{ij})S_2\right]. \tag{20}
$$

Along the axis joining the centres, $\hat R_i\hat R_j=1$ gives the $\sigma$ value; perpendicular to it, $\hat R_i=0$ gives the $\pi$ value:

$$
S_\sigma=\frac{S_0+2S_2}{4\pi},\qquad S_\pi=\frac{S_0-S_2}{4\pi},\qquad
S_{ij}=S_\pi\delta_{ij}+(S_\sigma-S_\pi)\hat R_i\hat R_j . \tag{21}
$$

At $R=3$ bohr the table gives $S_0=-0.04045$ and $S_2=-1.02852$. Therefore

$$
S_\sigma=\frac{-0.04045-2.05703}{12.5664}=-0.1669,\qquad
S_\pi=\frac{-0.04045+1.02852}{12.5664}=0.0786 .
$$

For $\hat{\mathbf R}=(1,2,2)/3$ and $S_\sigma-S_\pi=-0.2455$, the elements include

$$
S_{xx}=0.0786-\frac{0.2455}{9}=0.0513,\qquad S_{xy}=-\frac{2(0.2455)}{9}=-0.0546 .
$$

The signs can be understood from the gradient. A p projector gives zero on a constant, so to first order it measures the slope of the orbital at its centre. On the axis the $p_z$ orbital is proportional to $z(1-z^2/25)^3$, with slope $(1-z^2/25)^2(1-7z^2/25)$. At $z=3$ this is $0.64^2\times(-1.52)$: the projector sits beyond the orbital's maximum. The transverse slope of $p_x$ at the same point is $0.64^3$, which is positive. The first-order ratio $S_\sigma/S_\pi$ is thus $-1.52/0.64=-2.4$, against $-2.1$ from the full overlaps. The difference comes from higher derivatives across the projector's finite radius.

Interpolation in $R$ adds its own error. For this $S_2$, whose magnitude reaches about 1, a cubic spline with step 0.2 bohr has a largest absolute error of $2.6\times10^{-5}$ over 238 evenly spaced test distances. Halving the step lowers it to $1.6\times10^{-6}$, a factor of about $2^4$, as expected for cubic interpolation.

## Which matrix elements can be nonzero?

Let orbital $\mu$ have centre $\mathbf R_\mu$ and radius $r_\mu$. By (12), a projector centred at $\mathbf R_C$ contributes to (2) only if both overlaps can be nonzero:

$$
|\mathbf R_\mu-\mathbf R_C|<r_\mu+r_\chi,\qquad
|\mathbf R_\nu-\mathbf R_C|<r_\nu+r_\chi . \tag{22}
$$

The triangle inequality then gives

$$
|\mathbf R_\mu-\mathbf R_\nu|\le|\mathbf R_\mu-\mathbf R_C|+|\mathbf R_C-\mathbf R_\nu|
<r_\mu+r_\nu+2r_\chi . \tag{23}
$$

For equal orbital radii the limit is

$$
d_{\rm nl}=2(r_\phi+r_\chi), \tag{24}
$$

twice the sum of the orbital and projector radii. If the projectors have different radii, the largest one gives a safe bound. Overlap and kinetic elements, and those of a local potential, need the two orbitals themselves to share some volume, so they end at $r_\mu+r_\nu$, or $2r_\phi$ for equal radii. The projector acts as a bridge between orbitals that do not touch.

Condition (23) is necessary but not sufficient. An atom must actually occupy the region defined by (22). Linear chains with an orbital set and a projector set on every atom show the difference. In the model the two limits are 10 and 14 bohr.

| Spacing | Last overlap | Last nonlocal element |
|---|---|---|
| 3 | 9 | 12 |
| 4 | 8 | 8 |
| 6 | 6 | 12 |

All entries are in bohr. Consider two orbitals 12 bohr apart, at 0 and 12. A bridging centre must lie within 7 bohr of both, hence between 5 and 7. Chains with spacing 3 or 6 have an atom at 6. The chain with spacing 4 has atoms at 4 and 8 and none between, so its pattern is not extended at all, although 12 is below the bound of 14. The computed patterns agree with rule (22) at every distance examined.

In a three-dimensional solid of uniform density, the spheres of radius $d_{\rm nl}$ and $2r_\phi$ have volume ratio $(7/5)^3=2.74$. This is the growth in the number of stored neighbours in the limit of very many atoms per sphere; it is a rough guide, not a bound. The actual growth can be clearly smaller, because for pairs near the outer limit the region allowed by (22) is small and often contains no atom. It can also be larger, because neighbours come in discrete shells. With the model radii and the central site counted, an fcc lattice with nearest-neighbour distance 3.8 bohr goes from 87 to 249 sites (2.86) and a diamond lattice with 3.57 bohr from 47 to 147 (3.13), whereas a diamond lattice with 4.44 bohr stays at 29. It remains a finite factor, so the number of nonzero elements per orbital still does not grow with system size at fixed density.

## Is the bound sharp, and how large are the distant elements?

To see whether (24) could be lowered, place one s projector midway between two equal s orbitals. Each overlap has $R=r_\phi+r_\chi-\delta$ with a small gap parameter $\delta>0$, and the orbitals are $2R=d_{\rm nl}-2\delta$ apart. Let $t_1$ and $t_2$ be the depths of a point below the edges of the orbital and projector balls. Near the edges the functions (18) behave as $A_1t_1^3$ and $A_2t_2^3$. Since $1-r^2/r_c^2\simeq2t/r_c$, the amplitudes are $A=N(2/r_c)^3$.

The common volume is a thin lens. At distance $\rho$ from the axis, the curvature of the two spheres reduces its thickness to

$$
D=t_1+t_2\simeq\delta-\frac{\rho^2}{2\mu},\qquad
\frac1\mu=\frac1{r_\phi}+\frac1{r_\chi}. \tag{25}
$$

Integration across the lens gives $\int_0^Dt^3(D-t)^3dt=(3!)^2D^7/7!$. For the transverse integral use $\rho\,d\rho=-\mu\,dD$, so that $2\pi\int D^7\rho\,d\rho=2\pi\mu\,\delta^8/8$. The two s harmonics supply $1/4\pi$. To leading order in $\delta$,

$$
S\simeq\frac{A_1A_2}{4\pi}\,2\pi\mu\,\frac{(3!)^2}{8!}\,\delta^8 . \tag{26}
$$

This is nonzero for every sufficiently small $\delta>0$, and so is $V_{\mu\nu}=\varepsilon_sS^2$. No smaller universal bound than (24) exists. It is a supremum: the element vanishes at the bound itself.

The element is also very small, of order $\delta^{16}$ for these edges. In the model the coefficient of $\delta^8$ in (26) is $5.68\times10^{-5}$ bohr$^{-8}$. At $\delta=0.01$ the quadrature value is 0.994 of the law; at $\delta=1$ it is only 0.51 of it, so the leading term is no longer adequate there. With $\varepsilon_s=2$ hartree, the case $\delta=1$, orbitals 12 bohr apart, gives

$$
V_{ss}=2\,(2.894\times10^{-5})^2=1.68\times10^{-9}\ \text{hartree}.
$$

At $\delta=0.1$ the element has fallen to about $6\times10^{-25}$ hartree. Edges that vanish less smoothly give a lower power of $\delta$, so these magnitudes belong to the model, while (24) does not depend on the edge shape.

Adding a p projector on the same centre, with $\varepsilon_p=-1$ hartree, raises the element at 12 bohr to $9.59\times10^{-9}$ hartree. The s–p overlap changes sign between the two sides of the projector, so

$$
V_{ss}=\varepsilon_sS_s^2-\varepsilon_pS_p^2 . \tag{27}
$$

The p part is $(9.59-1.68)\times10^{-9}=7.91\times10^{-9}$ hartree and adds because $\varepsilon_p<0$. With a positive $\varepsilon_p$ the two parts would oppose each other, and they would cancel at $\varepsilon_p=1.68/7.91=0.21$ hartree. An individual element can therefore vanish by accident inside the permitted range. A sparsity pattern of $V_{\mu\nu}$ that is to hold for all projector energies must be built from the geometric condition (22), not from the values found in one case. The pattern of the full Hamiltonian is the union of this one with the overlap pattern $|\mathbf R_\mu-\mathbf R_\nu|<r_\mu+r_\nu$, because two orbitals can overlap without any projector touching both. The numerical output below gives the full p–p table and the approach to the bound.

## Computed results

```
orbital radius 5.0 bohr, projector radius 2.0 bohr
projector energies: s 2.0, p -1.0 hartree
k step 0.1, k cutoff 80 1/bohr
R=2.0 bohr: max error vs 3D quadrature, s,p,d: 5.6e-15
R=4.5 bohr: max error vs 3D quadrature, s,p,d: 2.0e-11
s-s overlap at 6 bohr: 2.89440e-05
largest |S_l| at R>=7 bohr (numerical zero): 2.7e-15
p-s slope S_1/R at R->0: 2.70550, real space 2.70550 1/bohr
band limit of k step at R=4 bohr: 0.571 1/bohr
  k step 0.5 1/bohr: error of s-s S_0 = 2.2e-16
  k step 0.8 1/bohr: error of s-s S_0 = 5.8e-01
p-p table: R (bohr), S_0, S_2
  0    3.639246    0.000000
  1    2.947978   -0.269235
  2    1.348379   -0.810783
  3   -0.040448   -1.028517
  4   -0.360895   -0.599571
  5   -0.086256   -0.103985
  6   -0.001323   -0.001409
  7    0.000000    0.000000
spline step 0.2 bohr: max error of S_2 = 2.6e-05
spline step 0.1 bohr: max error of S_2 = 1.6e-06
p-p at 3 bohr: sigma -0.166912, pi 0.078628
p-p matrix (rows x,y,z), R along (1,2,2)/3:
   0.051346  -0.054564  -0.054564
  -0.054564  -0.030501  -0.109129
  -0.054564  -0.109129  -0.030501
orbitals 12 bohr apart, projectors midway: V_ss = 9.586e-09 hartree
  their direct s-s overlap (numerical zero): 5.0e-17
overlap limit 10 bohr, nonlocal limit 14 bohr
  ratio of sphere volumes (reach/orbital)^3: 2.744
chain: spacing, last overlap, last nonlocal distance (bohr)
  3  9  12
  4  8  8
  6  6  12
contact coefficient: 5.6778e-05 bohr^-8
gap (bohr), distance (bohr), s-s overlap, ratio to law, V (hartree)
  1.00  12.00  2.894e-05  0.5098  1.68e-09
  0.10  13.80  5.327e-13  0.9381  5.67e-25
  0.01  13.98  5.642e-21  0.9937  6.37e-41
```
